# Does the outgoing-wave series hold down to a sinusoidal grating?

**Question**

I am computing the scattering of a plane wave by a hard-edged periodic surface $y=h\cos Kx$ on which the total field vanishes. Everywhere outside the surface the scattered field obeys the Helmholtz equation, and it travels or decays away from the wall. So I write it as a sum of outgoing plane waves, use that sum right down to the surface, and fix the coefficients by the boundary condition.

A colleague says that this is wrong once "amplitude times wave number" exceeds 0.448. Which wave number is meant? What can go wrong with solutions of the correct equation? And why do my fitted diffraction amplitudes still look good for deeper grooves?

**Answer**

The wave number is that of the grating, $K=2\pi/\text{period}$, and $h$ is half the crest-to-trough depth. The wavelength of the incident wave does not enter. What fails is the convergence of one particular series inside the grooves. The field there is regular, and a finite least-squares fit is a different object from that series.

**What is guaranteed**

Use $X=Kx$, $Y=Ky$, $a=Kh$, $f(X)=a\cos X$ and $\kappa=k/K$, with time factor $e^{-i\omega t}$. For incidence angle $\theta$ let
$$\alpha_n=\kappa\sin\theta+n,\qquad \beta_n=\sqrt{\kappa^2-\alpha_n^2},\quad \mathrm{Im}\,\beta_n\ge 0,$$
and assume that no $\beta_n$ vanishes. The incident wave is $e^{i\alpha_0X-i\beta_0Y}$.

A horizontal line with $Y>a$ lies wholly in the medium. The scattered field on it has Fourier coefficients $c_n(Y)$ with $c_n''+\beta_n^2c_n=0$, and the outgoing condition selects $c_n=A_ne^{i\beta_nY}$. Hence
$$U_{\rm sc}=\sum_nA_ne^{i\alpha_nX+i\beta_nY}\qquad (Y>a).$$
A line below the crests runs partly through the wall, so this argument stops there. Using the series down to the wall is an extra assumption, the Rayleigh hypothesis. To judge it we need $A_n$ at large $|n|$, found without assuming it.

**The true coefficients**

Let $U$ be the total field and $V_n=e^{-i\alpha_nX-i\beta_nY}$. Both satisfy the Helmholtz equation. Apply Green's identity between the wall and a line above the crests; the vertical sides cancel because $UV_n$ is periodic. On the wall $U=0$, and the normal derivative times arc length is $\phi\,dX$ with $\phi=U_Y-f'U_X$. Therefore
$$\int_{\rm top}(U\partial_YV_n-V_n\partial_YU)\,dX=-\int_0^{2\pi}V_n\phi\,dX .$$
On the left, integration over $X$ keeps order $n$ alone. The outgoing part gives $2\pi A_n(-i\beta_n-i\beta_n)=-4\pi i\beta_nA_n$. The incident wave, present for $n=0$, has the same $Y$ factor as $V_0$ and gives zero. So
$$A_n=\frac{1}{4\pi i\beta_n}\int_0^{2\pi}\phi(X)\,e^{-i\alpha_nX-i\beta_nf(X)}\,dX .$$
For large $n>0$, $\beta_n=i\gamma_n$ with $\gamma_n=\sqrt{\alpha_n^2-\kappa^2}$. The integrand then contains $e^{-i\alpha_nX+\gamma_nf}$, which is large at the crests and oscillates rapidly. Its cancellations become visible on a contour shifted to complex $X=w$.

**May the contour be shifted?**

This requires $\phi$ to be analytic. Near the real axis it is, by the standard regularity theorem for analytic boundaries. To go further, set
$$z=X+iY,\qquad \tilde z=X-iY,\qquad U_{z\tilde z}=-\tfrac{\kappa^2}{4}U,$$
and treat $z,\tilde z$ as independent. A standard theorem of Vekua extends $U$ analytically to all pairs for which $z$ and $\tilde z^*$ both lie in the region above the wall.

The function $R=J_0\big(\kappa\sqrt{(z-z_P)(\tilde z-\tilde z_P)}\big)$ solves the same equation and equals 1 on $z=z_P$ and on $\tilde z=\tilde z_P$. Consequently the form
$$\omega=\tfrac12(RU_z-UR_z)\,dz-\tfrac12(RU_{\tilde z}-UR_{\tilde z})\,d\tilde z$$
is closed: the terms with $U_{z\tilde z}$ and $R_{z\tilde z}$ cancel, and the rest agree in the cross derivatives.

Continue the wall to complex $w$ as the curve $z(w)=w+if(w)$, $\tilde z(w)=w-if(w)$; by continuation $U=0$ on it near real $w$. Take $P$ close to the real wall at first, where $U$ is analytic on both sides. Let $A$, with parameter $w_A$, be the point of this curve with $\tilde z=\tilde z_P$, and $B$, with parameter $w_B$, the one with $z=z_P$. Along $A\to P\to B$, where $R=1$ and its derivative along the path vanishes, the integral of $\omega$ is
$$\tfrac12[U(P)-U(A)]-\tfrac12[U(B)-U(P)]=U(P),$$
since $U(A)=U(B)=0$. Along the wall, $U_zdz-U_{\tilde z}d\tilde z=i(U_XdY-U_YdX)=-i\phi\,dw$. Equating the two paths,
$$U(P)=-\frac i2\int_{w_A}^{w_B}R\,\phi(w)\,dw .$$

Fix $w_B=w_1$ slightly above the real axis, so that $z(w_1)$ is in the medium, and let $w_A=w$ vary. Call the left side $g(w)$. Since $R=1$ at the lower limit, differentiation gives
$$g'(w)=\frac i2\phi(w)-\frac i2\int_w^{w_1}\frac{\partial R}{\partial w}\,\phi(s)\,ds .$$
This is a Volterra equation of the second kind. Its kernel is entire, because $J_0$ is even, and iteration converges. So $\phi$ continues analytically as long as $\tilde z(w)^*$ stays above the wall.

For $w=X-iT$, $\cos w=\cos X\cosh T+i\sin X\sinh T$, and $\tilde z^*$ is the point
$$\xi=X+a\sin X\sinh T,\qquad \eta=T+a\cos X\cosh T .$$
Its height above the wall, $\delta=\eta-a\cos\xi$, is zero at $T=0$ and has
$$\frac{d\delta}{dT}=1+a\cos X\sinh T+a^2\sin\xi\sin X\cosh T .$$
While $a\sinh T\le1$, the first two terms together are not negative. For $0\le X\le\pi$, $\xi$ lies between $X$ and $X+\sin X\le\pi$, so the last term is not negative either; negative $X$ follows by reflection. For $a\sinh T<1$ the derivative is positive. The contour can thus be lowered to $T=t$, where $\sinh t=1/a$. The vertical sides again cancel by periodicity.

**The growth law**

At large $n$, $\gamma_n=\alpha_n-\kappa^2/(2\alpha_n)+\dots$, so to leading order the exponent is $\alpha_n(-iw+a\cos w)$. With $q=\sqrt{1+a^2}=a\cosh t$, its real part on the lowered line is
$$\alpha_n(-t+q\cos X),$$
which has a single maximum per period, at $X=0$. There $w=-it$ and $\sin w=-i/a$, so the derivative $-i-a\sin w$ vanishes: the point is a saddle. The second derivative of the bracket is $-a\cos w=-q$. The Gaussian integral is $\sqrt{2\pi/(\alpha_nq)}$, and $1/(4\pi i\beta_n)=-1/(4\pi\gamma_n)$, hence
$$A_n\simeq-\frac{\phi(-it)}{2\sqrt{2\pi q}}\,\alpha_n^{-3/2}e^{\alpha_nY_s},\qquad Y_s=\sqrt{1+a^2}-\operatorname{arsinh}\frac1a .$$
Negative orders use the mirrored saddle $w=it$ and have the same $Y_s$.

The saddle has a geometrical meaning. There $dz/dw=1+if'=0$ and $z=iY_s$, a point directly beneath a crest. If $P$ is continued through the wall to this point, the limit $w_B$ in the formula for $U(P)$ acquires a square-root branch point. The series is sensitive to this singularity, although it lies behind the wall.

**Where the series converges**

At height $Y$ the terms behave as $|\alpha_n|^{-3/2}e^{|\alpha_n|(Y_s-Y)}$. The lowest wall points have $Y=-a$. If $Y_s<-a$, the series converges on the whole surface, and by analytic continuation from above the crests its sum is the true field. The limit is
$$a+\sqrt{1+a^2}=\operatorname{arsinh}(1/a)\quad\Rightarrow\quad a=Kh=0.4477 .$$
The difference of the two sides has derivative $1+a/q+1/(aq)>0$, so there is one root. It corresponds to a depth-to-period ratio $2h/d=a/\pi=0.1425$. At the limit itself the field series still converges absolutely, through the power $-3/2$.

Above the limit the terms grow without bound wherever $a\cos X<Y_s$, provided $\phi(-it)\ne0$. I have not proved this condition for every plane wave; in the three cases with $\kappa=0.8$ below, the computed $|\phi(-it)|$ lies between 3.6 and 4.1. For shallow grooves $Y_s\approx1-\ln(2/a)$, far below the wall. For deep ones $Y_s\approx a-1/(2a)$, so convergence survives only near the crests.

The number 0.4477 belongs to the sinusoid, and the derivation here assumes zero field on it. Another profile generally moves the saddle.

**Numbers**

Take $\kappa=0.8$ and $\theta=20^\circ$. The reference amplitudes come from solving the Helmholtz equation in the grooved region itself, with the outgoing condition imposed above the crests.

For $a=0.6$, $q=1.166$ and $t=1.284$, so $Y_s=-0.118$, which is above the trough at $-0.6$. With $|\phi(-it)|=3.676$ and $\alpha_{16}=16.274$, the law gives
$$|A_{16}|\simeq0.679\times0.01523\times0.1475=1.53\times10^{-3},$$
in agreement with the computed $1.526\times10^{-3}$. The coefficients decrease, yet at the trough each is multiplied by about $e^{0.6n}$, and the net growth is $e^{0.482n}$.

The total field on the wall should be zero. For an incident amplitude of 1, partial sums over $|n|\le N$ leave these magnitudes:

| $a$, place | $N=8$ | $N=16$ |
|---|---:|---:|
| 0.4, trough | $3.2\times10^{-3}$ | $3.2\times10^{-4}$ |
| 0.6, trough | $0.87$ | $15.6$ |
| 0.6, crest | $5.8\times10^{-5}$ | $7.5\times10^{-8}$ |

At the $a=0.6$ trough the law predicts growth by $e^{0.482\times8}(8.27/16.27)^{3/2}\approx17$ between the two columns; the sums grow by 18. The same series is excellent at the crest and useless in the trough.

Growth rates extracted from the computed amplitudes at $a=0.4$, $0.5$ and $0.6$, interpolated to zero net growth, put the threshold at 0.448.

Doubling $\kappa$ to 1.6 at $a=0.5$ gives a rate of $-0.304$, against the asymptotic $-0.326$. This estimate uses orders 10 and 16, where corrections of relative size $1/\alpha_n$ remain. The neglected factor $e^{-\kappa^2q/(2\alpha_n)}$ accounts for about 0.008 of the difference. The rest is the combined effect of the other corrections to the leading law, which vanish as $n\to\infty$ and are not separated here.

**Why your fit still works**

A least-squares fit chooses new coefficients for each cutoff $N$. It does not have to reproduce the high-order $A_n$, and its results are not partial sums of the true series. The fitted sum obeys the Helmholtz equation and the outgoing condition exactly. Its difference from the true scattered field is therefore an outgoing solution whose values on the wall are the fitting error. Such a solution depends continuously on its wall values, so a small wall error forces small errors in the propagating amplitudes. At $a=0.6$, with orders $|n|\le12$, the root-mean-square error on the wall is $1.5\times10^{-4}$ of the incident amplitude. The fitted coefficient of order 12 is $2.4\times10^{-5}$, while the true $|A_{12}|$ is $3.7\times10^{-3}$, about 150 times larger.

The two propagating amplitudes nevertheless agree with the reference solution to about $5\times10^{-8}$ in absolute value. Continuity alone promises only an error of the order of the wall error, about $10^{-4}$. The observed error is far smaller, roughly twice the square of the root-mean-square wall error for $N=4$, 8 and 12; this extra gain is not derived here. The reference magnitudes, $|A_0|=0.9600$ and $|A_{-1}|=0.4193$, also conserve energy:
$$|A_0|^2+\frac{\beta_{-1}}{\beta_0}|A_{-1}|^2=0.9216+0.4459\times0.1758=1.000 .$$

So good diffraction amplitudes from a fit do not show that the Rayleigh series converges in the grooves, and its divergence does not condemn a least-squares fit. The least-squares figures cover one moderate depth and do not prove convergence of fits in general. Matching the boundary condition at only $2N+1$ equally spaced points behaves differently. At $a=0.6$ the propagating amplitudes still improve with $N$, but the root-mean-square wall error between the points grows (0.15, 0.86 and 7.7 for $N=6$, 12 and 18) and the field in the groove is wrong. At $a=0.8$ the error of the amplitudes grows as well, from $3\times10^{-3}$ to $3\times10^{-2}$ over the same range of $N$. For deeper grooves, check the wall error and the change of the amplitudes with $N$. To obtain the field inside a groove, use a least-squares sum whose wall error has been checked between the fitting points, or a method that solves for the field there. Do not insert the true far-field amplitudes into the series below $Y_s$. The remaining figures are in the numerical output below.

## Computed results

```
threshold K h from the saddle condition: 0.447743 (dimensionless)
threshold crest-to-trough depth / period: 0.14252
k/K = 0.80, incidence angle = 20.0 deg
a=0.6: least clearance on lowered contour = 0.7176 (units 1/K)
a=0.4: t=1.6472, K y_s=-0.5702, computed rate=-0.5703, K y_s + a=-0.1702
  |phi(saddle)|/K=4.0122, |A_16|=1.098e-06, A_16/law=1.0011, limit=1.0005
a=0.5: t=1.4436, K y_s=-0.3256, computed rate=-0.3257, K y_s + a=0.1744
  |phi(saddle)|/K=3.8177, |A_16|=5.485e-05, A_16/law=1.0004, limit=1.0000
a=0.6: t=1.2838, K y_s=-0.1176, computed rate=-0.1177, K y_s + a=0.4824
  |phi(saddle)|/K=3.6756, |A_16|=1.526e-03, A_16/law=1.0001, limit=1.0001
threshold K h from computed amplitudes: 0.4481
a=0.5, k/K=1.60: computed rate = -0.3041
a=0.6: relative change of A_16 on coarser grid = 4.9e-05
a=0.4, point X=0.5, Y=0.7: |U| series=0.5301066, Riemann=0.5301066
|total field| on the wall (incident amplitude 1), orders |n|<=N:
  a=0.4 N= 4: trough=1.567e-02, crest=5.819e-04
  a=0.4 N= 8: trough=3.246e-03, crest=5.278e-06
  a=0.4 N=12: trough=9.415e-04, crest=6.451e-08
  a=0.4 N=16: trough=3.178e-04, crest=9.049e-10
  a=0.6 N= 4: trough=3.129e-01, crest=2.272e-03
  a=0.6 N= 8: trough=8.693e-01, crest=5.753e-05
  a=0.6 N=12: trough=3.411e+00, crest=1.948e-06
  a=0.6 N=16: trough=1.562e+01, crest=7.541e-08
a=0.6 true amplitudes: |A_0|=0.960006, |A_-1|=0.419283, |A_12|=3.729e-03
a=0.6 reflected energy fraction = 1.000000000
  fit N= 4: rms wall error=1.237e-02, error of A_0,A_-1=2.887e-04, |top coefficient|=1.020e-02
  fit N= 8: rms wall error=1.170e-03, error of A_0,A_-1=3.039e-06, |top coefficient|=4.116e-04
  fit N=12: rms wall error=1.458e-04, error of A_0,A_-1=5.070e-08, |top coefficient|=2.445e-05
```
